# Ballistic resistance of a two-dimensional channel with two valleys

## Problem

A clean two-dimensional channel of width \(W\) joins two wide reservoirs. It carries \(n=10^{13}\ \mathrm{cm^{-2}}\) electrons, shared equally between two spins and two valleys. No electron is scattered back, either in the channel or at its ends. Calculate the total resistance between the reservoirs, multiplied by the width, in Ω µm. What part of it belongs to one contact?

The following assumptions define the model.

- One band is occupied. In each valley its energy \(E(k)\) depends only on the distance \(k\) from the valley centre and rises with \(k\).
- The valleys are identical and are not mixed.
- The temperature is zero, and the bias \(V\) is small: \(eV\) is far below the Fermi energy \(E_F\), measured from the band edge.
- The channel is many Fermi wavelengths wide.

The density \(n\) counts all spins and valleys together. Hartree atomic units are used, with \(\hbar=e=m_e=1\), so that \(h/e^2=2\pi\). The constants \(h\) and \(e\) are kept visible where they help the reading.

## Hints

1. The resistance does not vanish when scattering does. A channel of finite width has a finite number of transverse modes, and each can carry only a limited current at a given bias.
2. Find the Fermi wavenumber from the density first. The degeneracy enters here.
3. Count the allowed transverse wavenumbers \(k_y\) between \(-k_F\) and \(k_F\). The degeneracy enters a second time.
4. For one mode, write the current as an integral over \(k_x\) and change the variable to energy. The band mass is not needed.
5. To share the resistance between the contacts, ask which equilibrium Fermi level would give the density found in the channel under bias.

## Solution

### Fermi wavenumber

Let \(g=g_sg_v=2\times2=4\) be the number of species, meaning combinations of spin and valley. In a large area, each species has one state per area \((2\pi)^2\) of momentum space, per unit of real area. At zero temperature the filled states form a disc of radius \(k_F\), hence

\[
n=g\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{g k_F^2}{4\pi},
\qquad
k_F=\sqrt{\frac{4\pi n}{g}} .
\]

For \(g=4\) this becomes \(k_F=\sqrt{\pi n}\). The density in atomic units is \(2.80029\times10^{-4}\) per square bohr, so

\[
k_F=\sqrt{\pi\times 2.80029\times10^{-4}}=0.02966\ \text{bohr}^{-1}.
\]

The Fermi wavelength \(2\pi/k_F\) is about 212 bohr, or 0.011 µm. The channel must be much wider than this for the next step to hold.

### Number of modes

With periodic boundary conditions across the width, \(k_y\) takes values spaced by \(2\pi/W\). A transverse mode conducts at the Fermi energy if some real \(k_x\) satisfies \(k_x^2+k_y^2=k_F^2\), which requires \(|k_y|<k_F\). The interval has length \(2k_F\), so each species has

\[
\frac{2k_F}{2\pi/W}=\frac{k_FW}{\pi}
\]

modes, up to an error of at most one. Simple hard walls give the same leading count: the standing waves have wavenumbers \(\pi j/W\) with \(j=1,2,\dots\), and those below \(k_F\) again number \(k_FW/\pi\) up to rounding. The spacing is halved, but \(k_y\) and \(-k_y\) no longer count separately.

All species together have

\[
M=\frac{g k_F W}{\pi}
\]

modes. Per micrometre of width this is 178.4 for one species and 713.65 for all four.

### Current in one mode

Electrons moving to the right come from the left reservoir and have its occupation \(f_L\). Those moving to the left have the occupation \(f_R\) of the right reservoir. Let the left reservoir have the higher electron energy level, by \(eV\), and let \(I\) denote the magnitude of the current.

For a fixed mode, states of opposite \(k_x\) have the same energy and opposite velocities. Their contributions therefore combine into an integral over positive \(k_x\):

\[
I_1=e\int_0^\infty\frac{dk_x}{2\pi}\,v_x\,(f_L-f_R),
\qquad
v_x=\frac1\hbar\frac{\partial E}{\partial k_x}.
\]

At fixed \(k_y\), the energy rises with positive \(k_x\), so it can replace \(k_x\) as the variable. Since \(v_x\,dk_x=dE/\hbar\) and \(2\pi\hbar=h\),

\[
I_1=\frac eh\int dE\,(f_L-f_R)=\frac eh\,(eV)=\frac{e^2}{h}V .
\]

The last integral is the width of the energy window in which the left reservoir is filled and the right one is empty. This holds for a mode that is open throughout the window. In the smooth count for a wide channel, modes that open inside the window are a fraction of \(M\) proportional to \(V\), so they change the current only at second or higher order in \(V\). In a strip of finite width, a mode threshold lying right at \(E_F\) changes the conductance by an amount of the order of one mode per species, which is the rounding error already allowed for.

The velocity has cancelled. A fast mode has electrons that carry more current each, but it has fewer states per unit energy in the same proportion. Thus every open mode contributes \(e^2/h\), whether its electrons move nearly along the channel or nearly across it.

### Total resistance

The modes conduct in parallel, so \(G=Me^2/h\) and

\[
RW=\frac{W}{G}=\frac{h}{e^2}\,\frac{\pi}{g k_F}.
\]

Inserting \(k_F=\sqrt{4\pi n/g}\) gives

\[
\frac{\pi}{g k_F}
=\frac{\pi}{g}\sqrt{\frac{g}{4\pi n}}
=\frac12\sqrt{\frac{\pi}{g n}},
\qquad
RW=\frac{h}{2e^2}\sqrt{\frac{\pi}{g n}} .
\]

In atomic units the first form reads

\[
RW=\frac{2\pi^2}{g k_F}=\frac{19.739}{4\times0.02966}=166.4 .
\]

One atomic unit of resistance is 4108.236 Ω, and one bohr is \(5.291772\times10^{-5}\) µm. Therefore

\[
RW=166.4\times4108.236\times5.291772\times10^{-5}\ \Omega\,\mu\mathrm m
\approx 36.2\ \Omega\,\mu\mathrm m .
\]

The mode count gives the same value directly: \(25812.8\ \Omega\) divided by 713.65 modes per micrometre is 36.17 Ω µm.

The unit is a resistance times a length, because a wider channel has more modes in parallel. A channel 1 µm wide has about 36 Ω, and one 0.1 µm wide has roughly ten times as much. In the narrower channel, rounding the mode count to a whole number (17 per species instead of 17.8) raises the resistance by about 5 %. The channel length does not appear, since nothing in the channel scatters.

### A check from the flux

The modes can be avoided altogether. Let \(\theta\) be the angle between the velocity and the channel axis. The current per width is the flux of right-moving electrons in the bias window. For small \(V\), the difference \(f_L-f_R\) becomes \(eV\,\delta(E-E_F)\), and in atomic units

\[
\frac GW=\frac{g}{(2\pi)^2}
\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta
\int_0^\infty k\,v\,\delta(E-E_F)\,dk .
\]

The angular integral is 2. With \(v\,dk=dE\), the radial integral is \(k_F\). Hence \(G/W=gk_F/(2\pi^2)\), which is the inverse of the result above.

The flux integral was also evaluated numerically at a small finite bias for two bands. One is parabolic with mass 0.5. The other is \(E=\sqrt{\Delta^2+(uk)^2}-\Delta\), with \(\Delta=0.002\) hartree and \(u=0.2\) atomic units; it is called the gapped linear band below. Their Fermi energies are 0.00088 and 0.00426 hartree, yet both give 36.17 Ω µm. At fixed density, the zero-temperature result depends on the size of the Fermi disc and not on the band shape.

### How sharp is the mode count?

In a strip exactly 1 µm wide with periodic boundaries, the allowed \(k_y\) are zero and pairs \(\pm2\pi j/W\), so the count is odd. Direct counting gives 179 modes per species, against the smooth estimate 178.4. The total is 716, and the resistance times width becomes 36.05 Ω µm. The difference is 0.3 % of the smooth result. It becomes important when \(k_FW/\pi\) is only a few; the conductance then changes in visible steps as the density is varied.

### Share of one contact

Under bias, the right-moving half of the disc is filled to a wavenumber \(k_+\), set by the left reservoir, and the left-moving half to \(k_-\), set by the right one. The channel density is

\[
n'=\frac{g}{4\pi}\,\frac{k_+^2+k_-^2}{2}.
\]

Let \(\bar E\) be the energy midway between the two reservoir levels. Expanding \(k^2(E)\) about it gives

\[
k_\pm^2=k^2(\bar E)\pm\frac{eV}{2}\left.\frac{d(k^2)}{dE}\right|_{\bar E}+O(V^2).
\]

The linear terms cancel in the sum. To first order in \(V\), the channel therefore has the density of an equilibrium channel filled to \(\bar E\). If this level is assigned to the channel, it lies \(eV/2\) below the left reservoir and \(eV/2\) above the right one. Each contact takes half of the voltage, and its share is

\[
R_cW=\frac{RW}{2}\approx18.1\ \Omega\,\mu\mathrm m .
\]

When a measured total is written as \(2R_cW\) plus a term proportional to length, the 36 Ω µm belongs in \(2R_cW\), and 18 Ω µm is the number to compare with \(R_cW\).

### Conditions on the result

**Density.** At zero temperature and fixed \(g\), \(RW\) falls as \(n^{-1/2}\). Four times the density halves it, because the radius of the Fermi disc sets the number of modes while its area sets the density.

**Reflection.** If the modes transmit with probabilities \(T_j\), the conductance is \((e^2/h)\sum_jT_j\). Since no \(T_j\) exceeds one, reflection can only lower it at a given number of modes. With mean transmission \(\bar T\),

\[
RW=\frac{36.2\ \Omega\,\mu\mathrm m}{\bar T}.
\]

A mean transmission of one half gives 72 Ω µm. A quantum calculation for a square-lattice strip shows the same mechanism. The strip is 24 sites wide, its energy is 0.5 hopping units above the band edge of the infinite sheet, and five modes are open for one species. The clean strip has total transmission 5.000. Raising the site energies of one transverse row by 0.5 hopping units lowers it to 4.011, so the resistance rises by the factor \(5/4.011=1.25\).

**Isotropy.** Suppose that each Fermi disc is replaced by an ellipse of the same area, with semi-axis \(a\) along the channel and \(b\) across it. Equal area means \(ab=k_F^2\). The mode count now uses \(b\) in place of \(k_F\), so \(RW\) is multiplied by \(k_F/b=\sqrt{a/b}\). An ellipse elongated across the channel has more modes and a lower resistance. At this density and with \(g=4\), the value 36 Ω µm is thus a lower limit for isotropic valleys whose energy rises with \(k\), not for every band structure. If the filled states formed a ring instead of a disc, its inner edge would add modes, and the resistance would be lower at the same density.

## Variation 1: unequal valleys

**Question.** A splitting lifts one valley above the other, while both keep their spin degeneracy and the total density stays at \(10^{13}\ \mathrm{cm^{-2}}\). What is \(RW\) at zero temperature if the upper valley is empty, and if it holds a tenth of the electrons?

**Solution.** Let the valleys have Fermi wavenumbers \(k_1\) and \(k_2\). Each has two spins, so

\[
n=\frac{2}{4\pi}(k_1^2+k_2^2),
\qquad
\frac MW=\frac{2}{\pi}(k_1+k_2).
\]

If the upper valley holds the fraction \(x\) of the electrons, then \(k_2=\sqrt{2\pi n x}\) and \(k_1=\sqrt{2\pi n(1-x)}\). The resistance times width is

\[
RW=\frac{h}{e^2}\,
\frac{\pi}{2\sqrt{2\pi n}}\,
\frac{1}{\sqrt{1-x}+\sqrt{x}} .
\]

For \(x=0\) the last factor is one. This is the earlier formula with \(g=2\), and it gives 51.2 Ω µm. Removing a valley does not double the resistance: half of the species are lost, but the remaining discs grow in radius by \(\sqrt2\), so the resistance rises by \(\sqrt2\).

For \(x=0.1\),

\[
RW=\frac{51.15}{0.949+0.316}\ \Omega\,\mu\mathrm m
\approx40.4\ \Omega\,\mu\mathrm m .
\]

A tenth of the electrons in the upper valley already removes most of the increase. The reason is the square root: a small disc has many modes for the few electrons it holds. At \(x=1/2\) the denominator reaches its largest value, \(\sqrt2\), and the original 36.2 Ω µm returns.

For two parabolic valleys of mass 0.5, the splitting needed to empty the upper one can be read off. The lower disc must have \(k_1^2=2k_F^2\), where \(k_F\) is the value for equal valleys. Its Fermi energy is then \(2\times0.00088=0.00176\) hartree, and the splitting must be at least this large.

## Variation 2: room temperature

**Question.** The four species are again equally filled, and the density is held fixed. Can heating lower \(RW\)? How large is it at 300 K for the two bands used in the flux check? Carriers in other bands are ignored.

**Solution.** At finite temperature, the small-bias difference \(f_L-f_R\) is \(eV(-\partial f/\partial E)\). Define the thermal average over the band, whose edge is at \(E=0\), by

\[
\langle A\rangle=\int_0^\infty dE\left(-\frac{\partial f}{\partial E}\right)A(E).
\]

The flux calculation then gives

\[
\frac GW=\frac{g}{2\pi^2}\langle k\rangle .
\]

The density is \(n=(g/2\pi)\int_0^\infty k f\,dk\). Integrate by parts, using \(k\,dk=d(k^2)/2\). The boundary term \(k^2f/2\) vanishes at \(k=0\) and at large \(k\), which leaves

\[
n=\frac{g}{4\pi}\int_0^\infty dE\left(-\frac{\partial f}{\partial E}\right)k^2
=\frac{g}{4\pi}\langle k^2\rangle .
\]

Fixed density therefore means \(\langle k^2\rangle=k_F^2\), where \(k_F\) is the zero-temperature value. The total weight inside the band is \(\langle1\rangle=f(0)\), the occupation at the band edge, which is less than one. The Cauchy–Schwarz inequality gives

\[
\langle k\rangle^2\le\langle1\rangle\langle k^2\rangle=f(0)\,k_F^2<k_F^2 .
\]

For identical, equally filled species in a single band, heating at fixed density cannot bring the resistance below its zero-temperature value. This does not carry over to the split valleys of Variation 1: if the empty upper valley lies just above the Fermi level, moderate heating moves electrons into it, where few electrons open many modes, and the resistance can fall below 51.2 Ω µm. In terms of that value \(R_0\),

\[
RW=R_0W\,\frac{k_F}{\langle k\rangle}\ \ge\ \frac{R_0W}{\sqrt{f(0)}} .
\]

For the parabolic band, the constant density of states gives the chemical potential \(\mu\) in closed form. With \(k\,dk=m\,dE\),

\[
n=\frac{gm}{2\pi}\int_0^\infty f\,dE
=\frac{gm\,k_BT}{2\pi}\ln\!\left(1+e^{\mu/k_BT}\right).
\]

At zero temperature \(n=gmE_F/(2\pi)\). Equating the two expressions and solving for \(\mu\) gives

\[
\mu=k_BT\ln\!\left(e^{E_F/k_BT}-1\right).
\]

At 300 K, \(k_BT=0.00095\) hartree is slightly larger than \(E_F=0.00088\) hartree, and \(\mu=0.00040\) hartree. The numerical average is \(\langle k\rangle=0.02116\ \text{bohr}^{-1}\), so

\[
RW=36.17\times\frac{0.02966}{0.02116}\ \Omega\,\mu\mathrm m
\approx50.7\ \Omega\,\mu\mathrm m .
\]

This is 40 % above the zero-temperature value. The inequality separates two causes. The band-edge occupation is \(f(0)=1/(1+e^{-0.42})=0.60\), and the lost weight alone would give \(36.17/\sqrt{0.60}\approx47\) Ω µm. The rest comes from the spread of \(k\) within the band, which makes \(\langle k\rangle\) smaller than the Cauchy–Schwarz limit.

For the gapped linear band, \(E_F\) is about 4.5 times \(k_BT\). The average is \(0.02815\ \text{bohr}^{-1}\), and \(RW\) is 38.1 Ω µm, only 5 % above the zero-temperature value. The band shape, which cancelled at zero temperature, matters now because it decides how far \(k_BT\) spreads the occupied wavenumbers.

The opposite limit, \(k_BT\gg E_F\), is also simple for the parabolic band. There \(f\approx e^{(\mu-E)/k_BT}\). Integration by parts gives \(\langle k\rangle=\int_0^\infty f\,dk\), and the Gaussian integral yields

\[
\langle k\rangle=e^{\mu/k_BT}\sqrt{\frac{\pi mk_BT}{2}},
\qquad
n=\frac{gmk_BT}{2\pi}e^{\mu/k_BT}.
\]

Eliminating the exponential and inserting \(\langle k\rangle\) into \(RW=2\pi^2/(g\langle k\rangle)\) gives

\[
RW=\frac{\sqrt{2\pi mk_BT}}{n}
\]

in atomic units. The degeneracy has dropped out: when states are sparsely filled, spreading the same electrons over more species does not change their thermal velocities. The resistance now falls as \(1/n\) and grows as \(\sqrt T\). At 600 K this limit gives about 60 Ω µm, while the full calculation gives 65.8 Ω µm, so the gas is not yet fully in this regime.

The value 36 Ω µm is therefore a room-temperature estimate only for a well degenerate gas. It is low by about 5 % for the gapped linear band, where \(E_F\approx4.5\,k_BT\), and the true value is 40 % higher for the parabolic band, where \(E_F\approx k_BT\). The error grows quickly as \(E_F/k_BT\) falls and depends on the band shape. The numerical output lists the values at 100, 300 and 600 K for both bands.

## Computed results

```
Carrier density: 1.0e+13 cm^-2
Carrier density: 2.80029e-04 bohr^-2
Degeneracy g: 4
Fermi wavenumber: 0.029660 bohr^-1
Resistance quantum h/e^2: 25812.807 ohm
Atomic unit of resistance: 4108.236 ohm
Bohr radius: 5.291772e-05 micrometre
R W in atomic units: 166.377
Modes per width, one species: 178.412 per um
Modes per width, all: 713.650 per um
Total R W, g=4, T=0: 36.170 ohm um
Half share per contact: 18.085 ohm um
Total R W, g=2, same density: 51.152 ohm um
Counted strip width: 1.0 um
Counted carriers in square: 100132
Expected carriers in square: 100000.0
Counted modes, one species: 179
Counted modes, all: 716
R W from counted modes: 36.051 ohm um
Parabolic mass: 0.50 electron masses
Gapped band half-gap: 0.0020 hartree
Gapped band speed: 0.20 atomic units
Thermal energy at 300 K: 0.000950 hartree
parabolic: Fermi energy: 0.000880 hartree
parabolic: R W from T=0 flux: 36.170 ohm um
parabolic: 300 K chemical potential: 0.000401 hartree
parabolic: 300 K average k: 0.021156 bohr^-1
parabolic: R W at 100 K: 38.912 ohm um
parabolic: R W at 300 K: 50.710 ohm um
parabolic: R W at 600 K: 65.800 ohm um
gapped linear: Fermi energy: 0.004260 hartree
gapped linear: R W from T=0 flux: 36.170 ohm um
gapped linear: 300 K chemical potential: 0.004016 hartree
gapped linear: 300 K average k: 0.028154 bohr^-1
gapped linear: R W at 100 K: 36.362 ohm um
gapped linear: R W at 300 K: 38.105 ohm um
gapped linear: R W at 600 K: 44.049 ohm um
Lattice strip: 24 sites, energy 0.50 hopping
Lattice open modes, one species: 5
Lattice clean transmission: 5.00000
Lattice barrier height: 0.50 hopping
Lattice barrier transmission: 4.01136
```
